The Sternheimer factor of closed-shell ions from first-order radial equations, part 2

Distant charges that apply a field gradient V_zz to a closed-shell ion produce (1 − γ∞)V_zz at its nucleus. Equivalently, a nuclear quadrupole moment Q induces Q_ind = −γ∞Q in the electron cloud. The task is to find γ∞, which is negative for antishielding.

In Hartree atomic units, independent electrons fill shells nl in a central potential V(r), which tends to −Z/r at the nucleus and is held fixed (uncoupled approximation). Orbitals are (u_nl/r)Y_lm with energies ε_nl, ∫u² dr = 1 and ⟨f⟩ = ∫u² f dr. The perturbation is

h1 = λ f(r) P2(cos θ),  (5)

for the nucleus and for charges outside the cloud respectively

h1 = −(Q/2) r⁻³ P2.  (3)

h1 = −(V_zz/2) r²P2.  (4)

Each orbital changes by −λ Σ_l' c (w_{nl→l'}/r) Y_l'm; for p→p, c = 2/5 (m = 0) and −1/5 (m = ±1). The functions w obey, with L_l' denoting the bracketed operator,

[−½ d²/dr² + l'(l'+1)/(2r²) + V − ε_nl] w_{nl→l'} = (f − δ_ll' ⟨f⟩_nl) u_nl.  (10)

∫u_nl w_{nl→l} dr = 0.  (11)

The electron density n changes by

δn = λ n2(r) P2(cos θ),  n2(r) = −(5/4πr²) Σ C_ll' u_nl w_{nl→l'},  (14)

C(s→d) = 4/5,  C(p→p) = 24/25,  C(p→f) = 36/25,

with C symmetric in l and l'. Its Hartree energy is λ v_H2 P2, where

v_H2(r) = (4π/5)[r⁻³∫₀ʳ n2 r'⁴ dr' + r²∫ᵣ^∞ n2 r'⁻¹ dr'].  (16)

With w^(N) for f = r⁻³ and w^(E) for f = r², γ∞ = γ_N = γ_E:

γ_N = Σ C_ll' ∫u_nl w^(N)_{nl→l'} r² dr.  (15)

γ_E = Σ C_ll' ∫u_nl w^(E)_{nl→l'} r⁻³ dr.  (17)

γ_E = −d/dλ ∫n P2 r⁻³ d³r,  (18)

Near the nucleus, for f = r⁻³,

w r/u → 1/3 (s→d),  1 (p→p),  1/6 (p→f),  (19)

and in p→p the next term is −(Z/3) r ln r.

9. Mixing between occupied shells

Equation (11) makes w orthogonal to its own shell only. The function w_{2p→p} contains some 3p even when 3p is full, which looks like a violation of the Pauli principle. Expand w in the eigenfunctions u_k of channel l', with levels ε_k. Since L_l' u_k = (ε_k − ε_nl)u_k, projection of (10) on u_k gives

w_{nl→l'} = Σ_k u_k ⟨k|f|nl⟩/(ε_k − ε_nl),  k ≠ nl,

where ⟨k|f|nl⟩ = ∫u_k f u_nl dr and the sum includes the continuum. With g the other radial function (r² or r⁻³), the part of γ∞ in which shell a mixes with shell b is

C_ab ⟨a|g|b⟩⟨b|f|a⟩/(ε_b − ε_a).

If b is also full, its own equation contains the term with a and b exchanged. C is symmetric, the real matrix elements are symmetric, and the denominator changes sign, so the two terms cancel. The total γ∞ is the same whether or not the occupied components are projected out. The share assigned to a single shell is not the same, and shell-by-shell values have meaning only together with the convention used. The cancellation relies on one common V and on equal occupation of the two orbitals that mix, which full shells guarantee.

The program tests this on the model potential V = −(6 + 4e^{−2r})/r, filled with independent electrons through 3d. The 2p→3p piece is −0.909230 and the 3p→2p piece +0.909230; the 3s→3d and 3d→3s pieces are −0.002421 and +0.002421. The sum over all channels, with no projection, is −9.0774, and the finite-field value from (18), which uses no weights and no radial equation of type (10), agrees to that figure.

10. Signs

Let u have no node, as for 1s or 2p, and put w = uF. Because L_l u = 0,

L_l(uF) = −½(uF'' + 2u'F') = −(u²F')'/(2u).  (20)

Angular channels with l' > l. Here L_l' = L_l + Δ/r² with Δ = [l'(l'+1) − l(l+1)]/2 > 0. Multiplying (10) by u and taking f = r²,

−½(u²F')' + Δ u²F/r² = r²u².

Let F₋ = min(F, 0). Multiply by F₋ and integrate, the first term by parts. The boundary term u²F'F₋ vanishes at both ends, since F is of order r² at the origin and u² decays exponentially. Then

½∫u²(F₋')² dr + Δ∫u²F₋² r⁻² dr = ∫r²u²F₋ dr.

The left side cannot be negative and the right side cannot be positive, so both vanish and F ≥ 0 everywhere. The integral ∫u²F r⁻³ dr in (17) is positive: 1s→d and 2p→f shield.

Radial channel. Take f = r⁻³, l ≥ 1, and define

A(r) = ∫₀ʳ u²(r'⁻³ − ⟨r⁻³⟩) dr',  G(r) = ∫₀ʳ u²(r'² − ⟨r²⟩) dr'.

Both vanish at 0 and at ∞. The integrand of A is first positive and then negative, so A ≥ 0. That of G is first negative and then positive, so G ≤ 0. Equations (10) and (20) give (u²F')' = −2A', hence u²F' = −2A. The constant of integration is zero because (19) makes F of order 1/r and u²F' vanish at the origin. So F decreases everywhere. Using (11) to replace r² by r² − ⟨r²⟩,

∫u w r² dr = ∫F G' dr = [FG] − ∫F'G dr = 2∫A G/u² dr.  (21)

The boundary term vanishes. At the origin G is of order r^{2l+3} and F of order 1/r. At large r, where u² falls as e^{−2κr} times a power, A/u² tends to the constant ⟨r⁻³⟩/2κ, so F grows only linearly while G decays exponentially. Since AG ≤ 0, the channel 2p→p antishields in any central potential of this model.

For shells with nodes F = w/u is singular and neither argument applies. The sign of 2s→d or 3p→p has to be computed, and 3p→p contains the downward mixing into 2p of part 9.

The picture behind these signs is simplest for a prolate nucleus, Q > 0, where (3) attracts electrons along the axis and repels them in the equatorial plane. In 1s→d and 2p→f the argument above also holds for f = r⁻³, because (19) makes F positive near the origin, so that F₋ and the boundary term vanish there. Then u w ≥ 0, and the charge moves from the equator to the axis at every radius. In 2s→d this is true only on balance: the closed form of part 11 has u w negative for 2 < r < 3.3 at Z = 1. A negative prolate cloud has Q_ind < 0, which opposes Q. In the radial channel each orbital keeps its angular shape and changes its size. For m = 0, −λc is positive, and since F decreases through zero the orbital grows at small r and shrinks at large r: it contracts. For m = ±1, c is negative and the orbitals expand. The moment weights large radii by r², and there the negative charge has left the axis and gathered at the equator. This gives Q_ind > 0, which adds to Q.

11. Closed forms in a Coulomb field

For V = −Z/r, scaling r by 1/Z multiplies L by Z², r⁻³ by Z³ and r² by Z⁻², so w/u scales as Z and γ∞ as 1/Z. Set Z = 1. With ε = −k²/2 and w = N e^{−kr} p(r), N being the normalization constant of u, one has w'' = N e^{−kr}(k²p − 2kp' + p''), the k² terms cancel, and

L_l' w = N e^{−kr}[k p' − ½p'' + l'(l'+1)p/(2r²) − p/r].

1s→d: k = 1, u = N r e^{−r}, N² = 4, and the bracket must equal r⁻². For p = a + br it is b + 3a/r² + 3b/r − a/r − b, so a = 1/3 and b = 1/9. Then

∫u w r² dr = 4∫r³(1/3 + r/9)e^{−2r} dr = 4[(1/3)(6/16) + (1/9)(24/32)] = 5/6,  γ = (4/5)(5/6) = 2/3.

2s→d: k = 1/2, u = N r(1 − r/2)e^{−r/2}, N² = 1/2, and the bracket must equal r⁻² − 1/(2r). For p = a + br + cr² the terms in cr cancel and the bracket is 3a/r² + (3b − a)/r + (2c − b/2). So a = 1/3, b = −1/18, c = −1/72. The product (1 − r/2)p is 1/3 − 2r/9 + r²/72 + r³/144, and

∫u w r² dr = ½[6/3 − 48/9 + 120/72 + 720/144] = ½(10/3) = 5/3,  γ = (4/5)(5/3) = 4/3.

2p→f: k = 1/2, u = N r² e^{−r/2}, N² = 1/24, and the bracket must equal 1/r. For p = ar + br² it is a/2 + br − b + 6a/r + 6b − a − br = 6a/r + (5b − a/2). So a = 1/6, b = 1/60, and

∫u w r² dr = (1/24)[120/6 + 720/60] = 4/3,  γ = (36/25)(4/3) = 48/25.

The leading coefficients 1/3, 1/3 and 1/6 are those of (19).

2p→p: the nuclear source produces logarithms (part 8), but the external source gives a polynomial, and part 7 allows either. The moments of u² = r⁴e^{−r}/24 are ⟨r²⟩ = 720/24 = 30, ⟨r³⟩ = 5040/24 = 210, ⟨r⁻¹⟩ = 6/24 and ⟨r⁻³⟩ = 1/24. With u'/u = 2/r − 1/2, equation (20) turns (10) into

F'' + (4/r − 1)F' = −2r² + 60.

For F = F0 + br² + cr³ the left side is 10b + (18c − 2b)r − 3cr². So c = 2/3, b = 9c = 6, and 10b = 60 holds, as the solvability condition requires. Condition (11) is ⟨F⟩ = 0, so F0 = −(6·30 + (2/3)·210) = −320. Then

∫u²F r⁻³ dr = 6⟨r⁻¹⟩ + 2/3 − 320⟨r⁻³⟩ = (36 + 16 − 320)/24 = −268/24,  γ = (24/25)(−268/24) = −268/25.

For non-interacting electrons in 1s²2s²2p⁶ the sum is

Zγ∞ = 2/3 + 4/3 + 48/25 − 268/25 = 2 − 44/5 = −34/5.

The three angular channels give +98/25 and the radial channel −268/25. The factor vanishes as 1/Z. In the external picture, at a fixed value of Zr, the relative distortion w/u falls as Z⁻⁴, and the weight r⁻³ in (17) gives back a factor Z³. The program verifies these four solutions symbolically and tests its numerical solver against them.

12. Letting the potential respond

In a self-consistent mean field V depends on the density, and the induced density changes it. In Kohn–Sham theory with a local density functional, V = −Z/r + v_H[n] + v_xc(n). A change δn = λ n2 P2 changes the Hartree part by λ v_H2 P2, with v_H2 from (16), and the exchange-correlation part by (dv_xc/dn) δn = λ f_xc(r) n2 P2, where f_xc = dv_xc/dn at the spherical ground-state density. Both changes are again of the form (5). Parts 4 to 6 hold as they stand with

f(r) = r² + v_H2(r) + f_xc(r) n2(r),  (22)

so the equations (10) and the weights C are unchanged, but the channels are now coupled through n2 and must be iterated. The nucleus feels only the electrostatic field of the electrons, so γ∞ is still given by (17) or (18), with the bare r⁻³. Hartree–Fock exchange is nonlocal: its first-order change is an integral operator and not a function f(r)P2 that multiplies the orbital, so it falls outside this derivation. In both the uncoupled and the coupled form, γ∞ is a property of the chosen mean field. Relativistic effects, which alter the orbitals near a heavy nucleus where r⁻³ has its weight, are also outside the model.

13. Worked example: Na⁺ at a model site

The ion. Na⁺ (1s²2s²2p⁶) is computed in the local density approximation with Slater exchange and VWN correlation, for the free ion. The levels are −1034.2 eV (1s), −63.9 eV (2s) and −36.6 eV (2p). For 2p, ⟨r⁻³⟩ = 118.4 Å⁻³ and ⟨r²⟩ = 0.2350 Å². There are four channels. No two occupied shells are coupled by P2 (1s and 2s do not mix, and s does not mix with p), so the ambiguity of part 9 does not arise.

The channels, uncoupled. The radial integrals ∫u w r² dr are pure numbers in atomic units, and each is multiplied by its weight:

1s→d:  (4/5) × 0.0805 = 0.0644
2s→d:  (4/5) × 0.2972 = 0.2378
2p→f:  (36/25) × 0.2222 = 0.320
2p→p:  (24/25) × (−6.3848) = −6.1294

The unrounded 2p→f term is printed as 0.3199. The angular channels add to 0.0644 + 0.2378 + 0.3199 = 0.6221, and

γ∞(uncoupled) = 0.6221 − 6.1294 = −5.5073.

Four decimals are kept here only so that independent routes can be compared. The r⁻³ source, solved by finite differences on a logarithmic grid, and the r² source, solved in a B-spline basis, give the same four channel values, which tests γ_N = γ_E. The quadrature (21) gives −6.3848 for 2p→p, with A > 0 and G < 0 on the range tested. Finite-field diagonalization through (18) gives −5.5073. The limit of v_H2/r², taken from the Poisson equation at a small but finite radius, corresponds to −5.5071. The signs of 1s→d, 2p→f and 2p→p are those proved in part 10; that of 2s→d is positive by computation. The ratios w r/u, obtained without imposing (19), are 0.3333, 0.3333, 1.0005 and 0.1667 for 1s→d, 2s→d, 2p→p and 2p→f. The excess of 0.0005 in p→p has the sign and order of the term −(Z/3) r ln r of part 8, which is 0.0004 at the sampling radius of 10⁻⁵ bohr. The terms linear in r are not fixed by the local analysis, and the program does not separate them.

Comparison with the Coulomb field. Dividing the hydrogenic values of Zγ by the Na⁺ values gives the charge that would reproduce each channel: 0.667/0.0644 = 10.4 for 1s→d, 1.333/0.2378 = 5.6 for 2s→d, 1.92/0.320 = 6.0 for 2p→f, but 10.72/6.129 = 1.75 for 2p→p. No single effective charge describes the 2p shell, and the radial channel is far stronger, relative to the angular ones, than in the Coulomb field: it outweighs them by 6.129/0.622 = 9.9, against 268/98 = 2.7. One relevant difference can be read off. The scale-free product ⟨r⁻³⟩⟨r²⟩^{3/2} is 118.4 × 0.2350^{3/2} = 13.5 for Na⁺ and 30^{3/2}/24 = 6.8 for a hydrogenic 2p orbital, so the screened orbital has about twice the ⟨r⁻³⟩ of a hydrogenic 2p orbital with the same ⟨r²⟩. Since A and G in (21) contain ⟨r⁻³⟩ and ⟨r²⟩, it is a reasonable conjecture that this is part of the cause, but the program does not test it.

Coupled response. Iterating (22) gives γ∞ = −5.3654, and a nonlinear self-consistent calculation in a finite field gives the same. Freezing the potential thus overestimates |γ∞| by 5.5073 − 5.3654 = 0.142, or 2.6 % of the coupled value, for this ion and this functional. The change is small because the two induced terms of (22) nearly cancel: keeping the Hartree term alone gives about −4.7, and keeping the exchange-correlation term alone about −6.3. The smallness of the net change should therefore not be carried over to other ions or functionals. As a statement about Na⁺ in this approximation, γ∞ ≈ −5.4.

The site. Place charges −e at z = +d and z = −d with the round value d = 3.0 Å. The odd multipoles of the pair cancel. The L = 0 term is a constant, and L = 4 and higher terms induce, in first order, densities of their own L, which give no gradient at the nucleus. With e²/4πε0 = 14.3996 eV Å,

V_zz(applied) = 2 × 2 × (−14.3996)/3.0³ = −2.1333 V/Å²,

and the electron perturbation (4) has λ = −V_zz/2, equal to +1.0666 eV/Å². Two conditions need checking. As a rough gauge of linearity, λ⟨r²⟩ = 1.0666 × 0.2350 = 0.25 eV, which is 0.7 % of the depth of the 2p level. Terms beyond first order are of that size: in the full potential of the two charges they lower the magnitude of the gradient at the nucleus by about 1 %, so the third figure of the gradients and couplings below belongs to the first-order result only. For the outside-charge condition, the part of the uncoupled integrals (15) that comes from r > d, where the form r²P2 is wrong, is −0.00065, about 0.01 % of γ∞. This measures the size of the region at fault and is not itself the error. The model leaves out overlap with the neighbours' electrons and the compression of the ion by its surroundings, which in a real crystal change the orbitals that enter (10).

To first order in the applied field, the gradient at the nucleus is

uncoupled:  6.5073 × (−2.1333) = −13.9 V/Å²,
coupled:  6.3654 × (−2.1333) = −13.6 V/Å².

Take the round value Q = 0.10 barn = 1.0 × 10⁻⁹ Å², which is roughly the size of the moment of ²³Na. The coupling constant eQV_zz, and its value divided by Planck's constant, are

bare:  −2.13 × 10⁻⁹ eV, or −0.52 MHz,
uncoupled:  −1.39 × 10⁻⁸ eV, or −3.36 MHz,
coupled:  −1.36 × 10⁻⁸ eV, or −3.28 MHz.

In the coupled result the fraction 5.3654/6.3654 = 84 % of the gradient at the nucleus comes from the distorted shells and the remaining 16 % from the outer charges directly. The program and its output, printed below, give the numbers used above, apart from the two single-term values of the coupled response and the 1 % size of the higher-order terms.

Computed values

```
s->d: c^2(m>=0) = [1/5], S = 1/5, C = 4/5 (hartree), 8/5 (rydberg)
p->p: c^2(m>=0) = [4/25, 1/25], S = 6/25, C = 24/25 (hartree), 48/25 (rydberg)
p->f: c^2(m>=0) = [27/175, 18/175], S = 9/25, C = 36/25 (hartree), 72/25 (rydberg)
d->s: c^2(m>=0) = [1/5], S = 1/5, C = 4/5 (hartree), 8/5 (rydberg)
d->d: c^2(m>=0) = [4/49, 1/49, 4/49], S = 2/7, C = 8/7 (hartree), 16/7 (rydberg)
d->g: c^2(m>=0) = [36/245, 6/49, 3/49], S = 18/35, C = 72/35 (hartree), 144/35 (rydberg)
hydrogenic Z*gamma 1s->d: exact 2/3, numerical 0.666667
hydrogenic Z*gamma 2s->d: exact 4/3, numerical 1.333333
hydrogenic Z*gamma 2p->p: exact -268/25, numerical -10.720000
hydrogenic Z*gamma 2p->f: exact 48/25, numerical 1.920000
hydrogenic 1s2 2s2 2p6: Z*gamma = -34/5
model occupied mixing 2p->3p: -0.909230, 3p->2p: 0.909230
model occupied mixing 3s->3d: -0.002421, 3d->3s: 0.002421
model through 3d: gamma channels -9.07735, finite field -9.07738
Na+ LDA level 1s: -1034.169 eV
Na+ LDA level 2s: -63.875 eV
Na+ LDA level 2p: -36.555 eV
Na+ 2p: <r^-3> = 118.353 A^-3, <r^2> = 0.2350 A^2
Na+ 1s->d: integral 0.0805 a.u., gamma 0.0644 (r^-3), 0.0644 (r^2), w r/u 0.3333
Na+ 2s->d: integral 0.2972 a.u., gamma 0.2378 (r^-3), 0.2378 (r^2), w r/u 0.3333
Na+ 2p->p: integral -6.3848 a.u., gamma -6.1294 (r^-3), -6.1294 (r^2), w r/u 1.0005
Na+ 2p->f: integral 0.2222 a.u., gamma 0.3199 (r^-3), 0.3199 (r^2), w r/u 0.1667
Na+ 2p->p integral from 2 int A G/u^2: -6.3848 a.u.
Na+ angular channels sum 0.6221, radial channel -6.1294
Na+ uncoupled gamma: channels -5.5073, finite field -5.5073, Poisson limit -5.5071
Na+ coupled gamma: equations -5.3654, finite-field SCF -5.3654
e^2/(4 pi eps0) = 14.3996 eV A, d = 3.0 A, Q = 1.0e-09 A^2 (0.10 barn)
lambda = 1.0666 eV/A^2, part of uncoupled gamma from r > d: -0.00065
bare: 1-gamma = 1.0000, Vzz = -2.1333 V/A^2, eQVzz = -2.1333e-09 eV = -0.5158 MHz
uncoupled: 1-gamma = 6.5073, Vzz = -13.8819 V/A^2, eQVzz = -1.3882e-08 eV = -3.3566 MHz
coupled: 1-gamma = 6.3654, Vzz = -13.5792 V/A^2, eQVzz = -1.3579e-08 eV = -3.2834 MHz
```
